# Bethe asymptotics of Born cross sections for electron impact on H(1s): a numerical check

```python
"""
Result under test: for fast electrons on H(1s), first Born approximation,
no exchange and no relativity, the cross section of a class of final states is
    sigma = (2 pi / E) * (M2 * ln E + B)       (atomic units, large E)
E     : incident energy;  k, kf : incident and final electron momenta
q     : momentum transfer;  omega : excitation energy
M2    : squared dipole moment sum |<n|z|1s>|^2 of the class
B     : constant of the class;  kappa : momentum of an ejected electron
Form factors are |<n|exp(i q.r)|1s>|^2, per unit energy in the continuum.
Very high energies in the tests are formal: they probe the limit of the
nonrelativistic formula.
"""
import numpy as np
import mpmath as mp
from math import factorial
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import eval_genlaguerre, spherical_jn, zeta

HARTREE_EV = const.value("Hartree energy in eV")
BOHR_ANG = const.value("Bohr radius") * 1e10


def gauss_panels(breaks, order=24):
    """Gauss-Legendre nodes and weights on consecutive panels."""
    edges = np.unique(np.asarray(breaks, dtype=float))
    x, w = np.polynomial.legendre.leggauss(order)
    half = 0.5 * np.diff(edges)[:, None]
    mid = 0.5 * (edges[1:] + edges[:-1])[:, None]
    return (mid + half * x).ravel(), (half * w).ravel()


# ---------- bound states from their radial functions ----------
R_GRID, R_WEIGHT = gauss_panels([0, 10, 45], 80)


def radial(n, l):
    rho = 2 * R_GRID / n
    norm = np.sqrt((2 / n)**3 * factorial(n - l - 1)
                   / (2 * n * factorial(n + l)))
    return (norm * np.exp(-rho / 2) * rho**l
            * eval_genlaguerre(n - l - 1, 2 * l + 1, rho))


def bound_factor(n, l, q):
    density = R_WEIGHT * R_GRID**2 * radial(n, l) * radial(1, 0)
    amplitude = spherical_jn(l, np.outer(q, R_GRID)) @ density
    return (2 * l + 1) * amplitude**2


def shell_factor(n, q):
    return sum(bound_factor(n, l, q) for l in range(n))


def dipole_shell(n):
    n = np.asarray(n, dtype=float)
    return 256 / 3 * np.exp(7 * np.log(n) + (2 * n - 5) * np.log(n - 1)
                            - (2 * n + 5) * np.log(n + 1))


def shell_energy(n):
    return 0.5 * (1 - 1 / np.asarray(n, dtype=float)**2)


SHELLS = range(2, 10)


def sum_shells(values):
    """Sum over all n >= 2; the tail is a series n^-3, n^-5, n^-7."""
    fit_n = (5, 7, 9)
    matrix = [[1, n**-2.0, n**-4.0] for n in fit_n]
    coeff = np.linalg.solve(matrix, [n**3 * values[n - 2] for n in fit_n])
    tail = coeff @ np.array([zeta(s, 10) for s in (3, 5, 7)])
    return sum(values) + tail


# ---------- derived closed forms ----------
def factor_2s(q):
    return 32 * q**4 / (q**2 + 2.25)**6


def factor_2p(q):
    return 72 * q**2 / (q**2 + 2.25)**6


def continuum_factor(q, kappa):
    angle = np.arctan2(2 * kappa, 1 + q**2 - kappa**2)
    ridge = ((q + kappa)**2 + 1) * ((q - kappa)**2 + 1)
    return (256 * q**2 * (q**2 + (1 + kappa**2) / 3)
            * np.exp(-2 * angle / kappa)
            / (ridge**3 * (1 - np.exp(-2 * np.pi / kappa))))


def continuum_dipole(kappa):
    return (256 / 3 / (1 + kappa**2)**5
            * np.exp(-4 * np.arctan(kappa) / kappa)
            / (1 - np.exp(-2 * np.pi / kappa)))


def ridge_breaks(center):
    return [center + d for d in (-8, -2.5, -0.8, 0, 0.8, 2.5, 8)]


def ionised_fraction(q):
    """Continuum form factor integrated over all ejected energies."""
    breaks = [0, 0.7, 2, 5, q + 60] + ridge_breaks(q)
    kappa, w = gauss_panels(np.clip(breaks, 0, None))
    return np.sum(w * kappa * continuum_factor(q, kappa))


# ---------- full Born cross sections with exact kinematic limits ----------
def q_limits(E, omega):
    k = np.sqrt(2 * E)
    kf = np.sqrt(max(k**2 - 2 * omega, 0))
    return 2 * omega / (k + kf), k + kf


def born_bound(E, omega, factor, q_cap=8.0):
    """Bound form factors are negligible above q = 8."""
    low, high = q_limits(E, omega)
    high = min(high, q_cap)
    edges = np.log(np.clip([low, 0.3, 1.5, high], low, high))
    y, w = gauss_panels(edges)
    q = np.exp(y)
    return 4 * np.pi / E * np.sum(w * factor(q) / q**2)


def born_ionisation(E):
    top = np.sqrt(2 * E - 1)
    marks = [0, 0.5, 1, 2, 4, 8, 16, 32, 64, 128, top]
    kappas, weights = gauss_panels(np.clip(marks, 0, top))
    total = 0.0
    for kappa, weight in zip(kappas, weights):
        low, high = q_limits(E, 0.5 * (1 + kappa**2))
        marks_q = [low, 0.1, 0.5, kappa + 30, high] + ridge_breaks(kappa)
        y, w = gauss_panels(np.log(np.clip(marks_q, low, high)))
        q = np.exp(y)
        total += weight * kappa * np.sum(w * continuum_factor(q, kappa)
                                         / q**2)
    return 4 * np.pi / E * total


def born_all_bound(E):
    return sum_shells([born_bound(E, shell_energy(n),
                                  lambda q, n=n: shell_factor(n, q))
                       for n in SHELLS])


def born_set(E):
    ion = born_ionisation(E)
    return {"2s": born_bound(E, 0.375, factor_2s),
            "2p": born_bound(E, 0.375, factor_2p),
            "ionisation": ion,
            "total": ion + born_all_bound(E)}


# ---------- dipole moments and constants of the Bethe form ----------
kap, kap_w = gauss_panels([0, 0.5, 1, 2, 4, 10, 40])
ion_weight = kap_w * kap * continuum_dipole(kap)
M2_ion = np.sum(ion_weight)
log_ion = np.sum(ion_weight * np.log(0.5 * (1 + kap**2)))
many_n = np.arange(2, 20001)
M2_bound = np.sum(dipole_shell(many_n))
log_bound = np.sum(dipole_shell(many_n) * np.log(shell_energy(many_n)))

q_in, w_in = gauss_panels([0, 1])
q_out, w_out = gauss_panels([1, 3, 8, 20])
frac_in = np.array([ionised_fraction(q) for q in q_in])
frac_out = np.array([ionised_fraction(q) for q in q_out])
# above q = 20 practically every inelastic event ionises: fraction = 1
J_ion = (np.sum(w_in * (frac_in / q_in**2 - M2_ion) / q_in)
         + np.sum(w_out * frac_out / q_out**3) + 0.5 / 20**2)

M2 = {"2s": 0.0, "2p": 2**15 / 3**10, "ionisation": M2_ion, "total": 1.0}
B = {"2s": 32 / 5 * (4 / 9)**5,
     "2p": M2["2p"] * (np.log(32) - 137 / 60),
     "ionisation": M2_ion * np.log(2) - 2 * log_ion + 2 * J_ion,
     "total": np.log(8) - 13 / 12 - 2 * (log_ion + log_bound)}


def bethe(E, name):
    return 2 * np.pi / E * (M2[name] * np.log(E) + B[name])


# ---------- tests ----------
# momentum-transfer integral against the integral over scattering angle
E_test = 4.0
k_i, k_f = np.sqrt(2 * E_test), np.sqrt(2 * E_test - 0.75)


def angular_integrand(cosine):
    q = np.sqrt(k_i**2 + k_f**2 - 2 * k_i * k_f * cosine)
    return 2 * np.pi * k_f / k_i * 4 / q**4 * factor_2p(q)


by_angle = quad(angular_integrand, -1, 1, epsabs=1e-12, epsrel=1e-10,
                limit=200)[0]
assert abs(by_angle / born_bound(E_test, 0.375, factor_2p) - 1) < 1e-6

# bound form factors and dipole moments against radial quadrature
q_test = np.array([0.2, 0.9, 2.5])
assert np.allclose(bound_factor(2, 0, q_test), factor_2s(q_test), rtol=1e-8)
assert np.allclose(bound_factor(2, 1, q_test), factor_2p(q_test), rtol=1e-8)
for n in (2, 3, 6, 9):
    moment = np.sum(R_WEIGHT * R_GRID**3 * radial(n, 1) * radial(1, 0))
    assert abs(moment**2 / 3 / dipole_shell(n) - 1) < 1e-9

# continuum form factor against a sum over Coulomb partial waves
q0, kappa0 = 1.1, 0.8
r_c, w_c = gauss_panels([0, 30], 64)
partial_sum = 0.0
for l in range(10):
    wave = np.array([float(mp.re(mp.coulombf(l, -1 / kappa0, kappa0 * r)))
                     for r in r_c]) * np.sqrt(2 / (np.pi * kappa0))
    amp = np.sum(w_c * wave * spherical_jn(l, q0 * r_c)
                 * 2 * r_c * np.exp(-r_c))
    partial_sum += (2 * l + 1) * amp**2
assert abs(partial_sum / continuum_factor(q0, kappa0) - 1) < 1e-5

# completeness: dipole sum, and form factors at finite momentum transfer
assert abs(M2_bound + M2_ion - 1) < 1e-7
for q in (0.7, 2.0):
    bound = sum_shells([shell_factor(n, np.array([q]))[0] for n in SHELLS])
    closure = 1 - (1 + q**2 / 4)**-4
    assert abs(bound + ionised_fraction(q) - closure) < 1e-5

# total constant from closure against ionisation plus separate bound shells
qb, wb = gauss_panels([1, 3, 8])
shell_constants = []
for n in SHELLS:
    m2 = dipole_shell(n)
    J_n = (np.sum(w_in * (shell_factor(n, q_in) / q_in**2 - m2) / q_in)
           + np.sum(wb * shell_factor(n, qb) / qb**3))
    shell_constants.append(m2 * np.log(2)
                           - 2 * m2 * np.log(shell_energy(n)) + 2 * J_n)
B_by_parts = B["ionisation"] + sum_shells(shell_constants)
assert abs(B_by_parts - B["total"]) < 2e-5

# logarithmic slopes and constants of the full Born integrals
E_low, E_high = 400.0, 6400.0
full_low, full_high = born_set(E_low), born_set(E_high)
slope = {}
for name in M2:
    y_low = E_low * full_low[name] / (2 * np.pi)
    y_high = E_high * full_high[name] / (2 * np.pi)
    slope[name] = (y_high - y_low) / np.log(E_high / E_low)
    assert abs(slope[name] - M2[name]) < 2e-3
    for E, value in ((E_low, y_low), (E_high, y_high)):
        assert abs(value - M2[name] * np.log(E) - B[name]) < 2 / E
assert abs(slope["2s"]) < 1e-4

# ---------- numbers for the text ----------
area = BOHR_ANG**2
print(f"Bohr radius = {BOHR_ANG:.6f} angstrom")
print(f"Hartree energy = {HARTREE_EV:.5f} eV")
print(f"prefactor 2 pi a0^2 Eh = {2*np.pi*area*HARTREE_EV:.4f} angstrom^2 eV")
for name in M2:
    print(f"M2 {name} = {M2[name]:.6f} a0^2")
print(f"M2 all bound p states = {M2_bound:.6f} a0^2")
print(f"M2 bound + ionisation, summed = {M2_bound + M2_ion:.7f} a0^2")
for name in M2:
    print(f"B {name} = {B[name]:.5f} (atomic units)")
print(f"B total from separate parts = {B_by_parts:.5f} (atomic units)")
print(f"sum M2 ln omega, bound = {log_bound:.5f} (atomic units)")
print(f"sum M2 ln omega, continuum = {log_ion:.5f} (atomic units)")
print(f"J ionisation = {J_ion:.5f} (atomic units)")
for name in ("2p", "ionisation", "total"):
    E0 = np.exp(-B[name] / M2[name]) * HARTREE_EV
    print(f"E0 in ln(E/E0), {name} = {E0:.4f} eV")
print(f"slope test energies = {E_low*HARTREE_EV:.0f} and "
      f"{E_high*HARTREE_EV:.0f} eV (formal)")
for name in M2:
    print(f"slope of full Born integral, {name} = {slope[name]:.5f} a0^2")
for energy in (200.0, 1000.0, 5000.0):
    E = energy / HARTREE_EV
    full = born_set(E)
    for name in M2:
        print(f"{energy:.0f} eV {name}: full Born {full[name]*area:.6f}, "
              f"Bethe {bethe(E, name)*area:.6f} angstrom^2")
E = 1000.0 / HARTREE_EV
for name, factor in (("2s", factor_2s), ("2p", factor_2p)):
    share = (born_bound(E, 0.375, factor, q_cap=1.0)
             / born_bound(E, 0.375, factor))
    print(f"share from q < 1/a0 at 1000 eV, {name} = {100*share:.2f} percent")
print("every check passed")
```

It prints:

```
Bohr radius = 0.529177 angstrom
Hartree energy = 27.21139 eV
prefactor 2 pi a0^2 Eh = 47.8776 angstrom^2 eV
M2 2s = 0.000000 a0^2
M2 2p = 0.554929 a0^2
M2 ionisation = 0.283412 a0^2
M2 total = 1.000000 a0^2
M2 all bound p states = 0.716588 a0^2
M2 bound + ionisation, summed = 1.0000000 a0^2
B 2s = 0.11099 (atomic units)
B 2p = 0.65615 (atomic units)
B ionisation = 1.45301 (atomic units)
B total = 2.52891 (atomic units)
B total from separate parts = 2.52891 (atomic units)
sum M2 ln omega, bound = -0.66987 (atomic units)
sum M2 ln omega, continuum = -0.09653 (atomic units)
J ionisation = 0.53175 (atomic units)
E0 in ln(E/E0), 2p = 8.3414 eV
E0 in ln(E/E0), ionisation = 0.1615 eV
E0 in ln(E/E0), total = 2.1700 eV
slope test energies = 10885 and 174153 eV (formal)
slope of full Born integral, 2s = 0.00001 a0^2
slope of full Born integral, 2p = 0.55493 a0^2
slope of full Born integral, ionisation = 0.28410 a0^2
slope of full Born integral, total = 1.00074 a0^2
200 eV 2s: full Born 0.025996, Bethe 0.026569 angstrom^2
200 eV 2p: full Born 0.422051, Bethe 0.422055 angstrom^2
200 eV ionisation: full Born 0.454024, Bethe 0.483164 angstrom^2
200 eV total: full Born 1.051766, Bethe 1.082895 angstrom^2
1000 eV 2s: full Born 0.005291, Bethe 0.005314 angstrom^2
1000 eV 2p: full Born 0.127172, Bethe 0.127172 angstrom^2
1000 eV ionisation: full Born 0.117391, Bethe 0.118471 angstrom^2
1000 eV total: full Born 0.292476, Bethe 0.293635 angstrom^2
5000 eV 2s: full Born 0.001062, Bethe 0.001063 angstrom^2
5000 eV 2p: full Born 0.033986, Bethe 0.033986 angstrom^2
5000 eV ionisation: full Born 0.028019, Bethe 0.028062 angstrom^2
5000 eV total: full Born 0.074093, Bethe 0.074138 angstrom^2
share from q < 1/a0 at 1000 eV, 2s = 84.03 percent
share from q < 1/a0 at 1000 eV, 2p = 99.02 percent
every check passed
```
